# Watson's centrifugal-distortion dipole and the forbidden rotational spectrum of methane, part 1

(Sections cited here and not found follow in the second part.)

## The dipole made by rotation

In a calculation described below, the pure rotational absorption of methane at 296 K is strongest for the transitions from $J=12$ to $J=13$, near 139 cm$^{-1}$. A spherical top with the same rotational constant and a fixed dipole moment along a body axis would absorb most strongly from $J=8$. Two things need explaining: why a molecule with no permanent dipole absorbs at all, and why its absorption is moved to faster rotation. Both follow from a dipole that the rotation itself creates, and whose size grows as the square of the angular momentum.

Consider a molecule XY$_4$ in its ground electronic and vibrational state. The central atom, of mass $M$, is at the origin. The four outer atoms, of mass $m$, have equilibrium positions $b\,(s_x,s_y,s_z)$ with

$$(s_x,s_y,s_z)=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).$$

Each triple has $s_xs_ys_z=1$. The axes $x,y,z$ are fixed in the molecule; a label $F$ denotes an axis fixed in space. The direction cosine between the two is $\lambda_{F\alpha}$, so the dipole along $F$ is $M_F=\sum_\alpha\lambda_{F\alpha}\mu_\alpha$. Angular momentum $J$ is measured in units of $\hbar$, and atomic units are used until the intensities are reached.

The commutators of the body components $J_\alpha=\sum_F\lambda_{F\alpha}J_F$ will matter. In space, $\lambda_{G\beta}$ is component $G$ of a vector, so $[J_F,\lambda_{G\beta}]=i\sum_H\epsilon_{FGH}\lambda_{H\beta}$. Therefore

$$[J_\alpha,\lambda_{G\beta}]=i\sum_{FH}\epsilon_{FGH}\lambda_{F\alpha}\lambda_{H\beta}=-i\sum_\gamma\epsilon_{\alpha\beta\gamma}\lambda_{G\gamma}.$$

The minus sign comes from $\epsilon_{FGH}=-\epsilon_{GFH}$, after which the sum is component $G$ of the cross product of body axes $\alpha$ and $\beta$. Since $J_\alpha$ is a scalar under rotations in space, it commutes with $J_G$, and

$$[J_\alpha,J_\beta]=\sum_G[J_\alpha,\lambda_{G\beta}]J_G=-i\sum_\gamma\epsilon_{\alpha\beta\gamma}J_\gamma .$$

Symmetry fixes the form of the effective dipole. Expand $\mu_\alpha$ in powers of the $J_\beta$, with symmetrized products and real coefficients. The constant term vanishes because no vector is invariant under $T_d$. Terms of odd degree vanish because a dipole and the direction cosines are even under time reversal, while $J$ is odd. In second degree the symmetric products of $J_x,J_y,J_z$ transform as the products of coordinates do, since the extra sign of an axial vector under a reflection cancels in a product of two. The function $xyz$ is invariant under $T_d$, so $yz$ transforms as $x$, and cyclically. The remaining products, $x^2,y^2,z^2$, contain no such set. With

$$X_x=J_yJ_z+J_zJ_y,\qquad X_y=J_zJ_x+J_xJ_z,\qquad X_z=J_xJ_y+J_yJ_x,$$

the leading dipole has a single constant $\theta$:

$$M_F=\theta\sum_{\alpha}\lambda_{F\alpha}X_\alpha. \tag{1}$$

This is the centrifugal-distortion dipole.

The order of $\lambda$ and $X$ in (1) is immaterial. From the commutators, $[J_y,\lambda_x]=i\lambda_z$ and $[J_z,\lambda_x]=-i\lambda_y$, the label $F$ being understood. Hence

$$[X_x,\lambda_x]=J_y[J_z,\lambda_x]+[J_y,\lambda_x]J_z+J_z[J_y,\lambda_x]+[J_z,\lambda_x]J_y=i(D_z-D_y),$$

where $D_\alpha=J_\alpha\lambda_\alpha+\lambda_\alpha J_\alpha$. The cyclic partners are $i(D_x-D_z)$ and $i(D_y-D_x)$. The three add to zero, so (1) is Hermitian as written.

To find $\theta$, start from the kinetic energy of a vibrating body rotating with angular velocity $\boldsymbol\Omega$. The velocity of a nucleus is $\boldsymbol\Omega\times\mathbf r+\dot{\mathbf r}$. In the Eckart frame the angular momentum $\sum m\,\mathbf r\times\dot{\mathbf r}$ has no term linear in the displacements. It is bilinear in the mass-weighted normal coordinates $Q_k$ and their velocities, and can be written $C\dot Q$ with a matrix $C$ linear in $Q$. Then

$$T=\tfrac12\Omega^{T}\mathcal I\,\Omega+\Omega^{T}C\dot Q+\tfrac12\dot Q^{T}\dot Q ,$$

with $\mathcal I$ the instantaneous inertia tensor. The momenta are $P=\dot Q+C^{T}\Omega$ and $J=\mathcal I\Omega+C\dot Q=\mathcal I'\Omega+\pi$, where $\mathcal I'=\mathcal I-CC^{T}$ and $\pi=CP$. Inserting $\dot Q=P-C^T\Omega$ into $T$, the terms in $\Omega^TCP$ cancel and

$$T=\tfrac12\Omega^T\mathcal I'\Omega+\tfrac12P^TP=\tfrac12(J-\pi)^T\mathcal I'^{-1}(J-\pi)+\tfrac12P^TP .$$

Operator ordering adds a term free of $J$, which cannot produce a dipole quadratic in $J$ at this order. The correction $CC^T$ is quadratic in $Q$, so to first order $\mathcal I'$ is the inertia tensor itself. At equilibrium it is $I$ times the unit matrix, and its inverse is $1/I-\delta\mathcal I/I^2$ to first order in the change $\delta\mathcal I$.

Only vibrations of species F$_2$ can have a dipole derivative, because the dipole is of that species. There are two such modes, $t=3$ and $t=4$, each with components $Q_{tx},Q_{ty},Q_{tz}$. By the symmetry used above, $Q_{tx}$ changes the element $\mathcal I_{yz}=\mathcal I_{zy}$ and no other. Define

$$a_t=\frac{\partial\mathcal I_{yz}}{\partial Q_{tx}},\qquad \mu'_t=\frac{\partial\mu_x}{\partial Q_{tx}} .$$

The coupling of rotation to these modes is then

$$H_1=-\sum_t\kappa_t\sum_\alpha Q_{t\alpha}X_\alpha,\qquad \kappa_t=\frac{a_t}{2I^2}. \tag{2}$$

The factor $\tfrac12$ is that of the kinetic energy, and both $yz$ and $zy$ are contained in $X_x$. Classically, $H_1$ is a steady centrifugal force $\kappa_tX_\alpha$ on $Q_{t\alpha}$. Against the restoring force $\omega_t^2Q_{t\alpha}$ it produces the displacement $\kappa_tX_\alpha/\omega_t^2$, and multiplication by $\mu'_t$ gives the dipole.

The quantum calculation must respect the fact that $X_\alpha$ and $\lambda_{F\alpha}$ do not commute. Let $H_0=\tfrac12\sum(P_{t\alpha}^2+\omega_t^2Q_{t\alpha}^2)+BJ^2$, with $B=1/(2I)$, and transform all operators by $e^{iS}$ with

$$S=\sum_{t\alpha}\frac{\kappa_t}{\omega_t^2}P_{t\alpha}X_\alpha .$$

Since $[P,Q^2]=-2iQ$ and $X_\alpha$ commutes with $J^2$,

$$i[S,H_0]=\sum_{t\alpha}\frac{\kappa_t}{\omega_t^2}\,X_\alpha\, i\,\frac{\omega_t^2}{2}(-2iQ_{t\alpha})=\sum_{t\alpha}\kappa_tQ_{t\alpha}X_\alpha=-H_1 .$$

The linear coupling is removed to first order. The dipole $\sum_{t\alpha}\mu'_t\lambda_{F\alpha}Q_{t\alpha}$ acquires the term $i[S,M_F]$. For one coordinate, $PQ=\tfrac12\{P,Q\}-\tfrac i2$ and $QP=\tfrac12\{P,Q\}+\tfrac i2$, where braces denote the anticommutator. Thus

$$i[PX,\lambda Q]=i(PQ\,X\lambda-QP\,\lambda X)=\tfrac12(X\lambda+\lambda X)+\tfrac i2\{P,Q\}[X,\lambda].$$

For two different coordinates the first term is absent. The ground-state average of $\{P,Q\}$ is zero because the vibrational wavefunction is real. What remains is the symmetrized product, which by the cancellation shown above equals the form (1), with

$$\boxed{\theta=\sum_{t=3,4}\frac{\mu'_t a_t}{2I^2\omega_t^2}} \tag{3}$$

Equation (3) leaves out the Coriolis term $-J\cdot\pi/I$. To first order it changes the energies of the intermediate vibrational states by amounts of order $BJ$, which would add terms of third degree in $J$ to the dipole. Hermitian terms of odd degree are forbidden by time reversal. The commutators left over are of second degree, and by symmetry they have the form (1). To first order, the Coriolis term therefore changes $\theta$ by a relative amount of order $B/\omega$, independent of $J$. In higher orders it also adds terms of higher degree in $J$ to the dipole.

A model shows the size. Take one F$_2$ oscillator of frequency $\omega$, with three levels kept in each Cartesian direction, coupled to the rotor by a weak term of the form (2) and by $-2B\zeta\,\mathbf J\cdot\boldsymbol\ell$, where $\boldsymbol\ell$ is the vibrational angular momentum and $\zeta=0.5$. Numerical diagonalization gives the summed strength of all transitions from $J=3$ to $J=4$. Divided by its leading-order value it is 1.0002 for $B/\omega=0.0001$ and 1.0086 for $B/\omega=0.004$. The deviation is nearly proportional to $B/\omega$. The second value of $B/\omega$ is close to that of the lower F$_2$ mode of methane, found below.

The inertia derivatives can be found from geometry alone. The displacements that transform as $x$ are a shift of the central atom along $x$, a common shift of the outer atoms along $x$, and the displacement of each outer atom by $d\,(0,s_z,s_y)$. The last is the gradient of $yz$ taken at the atoms, and so transforms as $yz$, that is, as $x$. One combination of the first two is a translation of the whole molecule. The other, $Q_1$, moves the central atom against the outer ones. It leaves every $y$ and $z$ unchanged, so it does not change $\mathcal I_{yz}=-\sum m\,yz$.

For the third displacement the mass-weighted coordinate follows from $Q_2^2=4\cdot2\,m\,d^2$, or $d=Q_2/\sqrt{8m}$. The product of coordinates of one outer atom becomes

$$(bs_y+ds_z)(bs_z+ds_y)=b^2s_ys_z+bd\,(s_y^2+s_z^2)+\dots=b^2s_ys_z+2bd+\dots$$

The four first terms sum to zero, and the second terms give $\mathcal I_{yz}=-8mbd$. Since $I=\sum m(y^2+z^2)=8mb^2$,

$$\mathcal I_{yz}=-\frac{8mb}{\sqrt{8m}}\,Q_2=-\sqrt I\,Q_2 .$$

In the basis $(Q_1,Q_2)$ the vector of derivatives is $(0,-\sqrt I)$. The normal coordinates differ from these by an orthogonal transformation, which keeps the length of the vector:

$$\sum_ta_t^2=I. \tag{4}$$

The signs of the separate $a_t$ depend on the signs chosen for the normal coordinates, but each product $\mu'_ta_t$ does not. If $\mathcal F$ is the $2\times2$ matrix of mass-weighted force constants, the sum over modes in (3) is $\mu'^{T}\mathcal F^{-1}a/(2I^2)$, and

$$\theta=-\frac{(\mathcal F^{-1}\mu')_2}{2I^{3/2}} .$$

Thus, apart from the nuclear masses, $\theta$ needs no more than the equilibrium bond length, three force constants and two dipole derivatives.

For $^{12}$CH$_4$ these were computed by the restricted Hartree–Fock method in the 6-311++G(d,p) basis. The force constants and dipole derivatives are central differences between geometries displaced along $Q_1$ and $Q_2$. The method omits electron correlation, and the treatment omits anharmonicity and the failure of the electrons to follow the rotating nuclei exactly. The last effect adds an electronic part to $\theta$ but cannot change the form (1).

The bond length is 1.084 Å, which gives $I=20571\,m_ea_0^2$ and $B=5.335$ cm$^{-1}$. The upper mode, $\nu_3$, has harmonic wavenumber 3252 cm$^{-1}$, $a_3/\sqrt I=0.794$ and $\mu'_3=0.996$ D Å$^{-1}$u$^{-1/2}$. The lower mode, $\nu_4$, has 1453 cm$^{-1}$, $a_4/\sqrt I=0.608$ and $\mu'_4=0.532$ in the same unit. The squares $0.630+0.370=1.000$ obey (4), and $B/\omega_4=5.335/1453=0.0037$.

For the lower mode, $1$ D/Å $=0.2082\,e$ and $1$ u $=1822.9\,m_e$ give $\mu'_4=0.532\times0.2082/\sqrt{1822.9}=2.59\times10^{-3}$ atomic units, while $\omega_4=1453/219475=6.62\times10^{-3}$. Its part of $\theta$ is

$$\frac{2.59\times10^{-3}\times0.608}{2\,(20571)^{3/2}\,(6.62\times10^{-3})^2}=6.1\times10^{-6}\,ea_0=15.5\ \mu\mathrm D .$$

The upper mode adds 7.6 μD, so $\theta=9.08\times10^{-6}\,ea_0=23.1$ μD. The lower mode has the smaller dipole derivative and the smaller inertia derivative, but it is softer. The factor $(3252/1453)^2=5.0$ outweighs the ratio 0.41 of the products $\mu'_ta_t$, and the lower mode contributes about twice as much at this level of theory.

The digits above belong to this method and basis and are not converged values for methane. At the Hartree–Fock level the cc-pVTZ basis gives $\theta=21.2$ μD and aug-cc-pVDZ gives 20.9 μD, 8 to 9% lower, mainly because $\mu'_4$ falls to 0.47 and 0.46. In these two bases $B$ is 5.36 and 5.29 cm$^{-1}$. Second-order Møller–Plesset theory with frozen core in the 6-311++G(d,p) basis gives $\theta=24.5$ μD. It lowers $\mu'_3$ to 0.70 and divides $\theta$ into 19.1 μD from the lower mode and 5.3 μD from the upper. The sign of $\theta$ and the dominance of the lower mode are the same in all four calculations, while its size varies by about 10%.

The mechanism can also be followed without normal coordinates. Let the molecule spin classically about a threefold axis, $\mathbf J=J(1,1,1)/\sqrt3$. The carbon atom and one hydrogen lie on the axis, and the other three hydrogens circle it at distance $\rho$. The rotational energy is $J^2/(2\cdot3m\rho^2)$. Minimizing the sum of this and the Hartree–Fock energy over all shapes that keep the threefold axis gives, for $J=5$, a dipole of $2.619\times10^{-4}\,ea_0$ along the axis. From (1), each body component is $2\theta J^2/3$, and the projection on the axis is $\sqrt3$ times that:

$$\mu=\frac{2\theta J^2}{\sqrt3}=\frac{2\times9.081\times10^{-6}\times25}{1.732}\,ea_0=2.621\times10^{-4}\,ea_0 .$$

The two differ by 0.08% of the latter. The relaxed value contains higher powers of $J$, which (1) leaves out, and both values carry small numerical errors. A calculation at a single $J$ does not separate these contributions to the difference. The dipole is positive toward the hydrogen on the axis.

Rotation gives a tetrahedral molecule a dipole of the form (1), quadratic in the angular momentum, with a single constant $\theta$ that is 23.1 μD for methane in the Hartree–Fock calculation used here. It remains to find the line strengths this dipole produces and to explain why the absorption is strongest from $J=12$ rather than from $J=8$.
